\section*{Thermal broadening of elastic tunnelling spectroscopy at 4.2 K}

\section*{Problem}

A scanning tunnelling microscope is cooled by a liquid-helium bath, so that its metal tip and the sample are at 4.2 K. The differential conductance is recorded against the bias in order to find the energies of electronic levels in the sample. Tunnelling is elastic: an electron keeps its energy as it crosses the gap.

\begin{enumerate}
\item[(a)] How wide, at half its height, does an infinitely sharp level appear? Does the temperature of the tip or that of the sample set this width?
\item[(b)] How far apart must two equally strong sharp levels be to give two separate peaks? What does the spectrum show if they are 1.2 meV apart?
\item[(c)] How much do bias modulation, voltage noise, a warm tip and a finite lifetime of the level add to the width?
\end{enumerate}

\section*{Solution}

\subsection*{The current}

The algebra is in atomic units, in which the electron charge has magnitude one; Boltzmann's constant $k$ is kept. Let $E$ be the electron energy measured from the Fermi level of the sample, and let $U$ be the height of the tip's Fermi level above it. A positive voltage on the sample lowers the energies of its electrons relative to the tip, so a sample bias of 1 mV means $U=1$ meV. The levels of the sample are assumed to keep their values of $E$ when the bias changes, which requires the whole bias to drop across the vacuum gap; the last section shows what happens otherwise.

Each electrode is taken to be in equilibrium, with occupation
\begin{equation}
f(x)=\frac{1}{e^{x/kT}+1},
\end{equation}
where $x$ is the energy above that electrode's own Fermi level. At energy $E$ the tip states are filled with probability $f_t(E-U)$ and the sample states with probability $f_s(E)$. The subscripts allow for two different temperatures.

An electron can go from tip to sample if the initial state is filled and the final state is empty. In weak tunnelling the rates in the two directions have the same prefactor, so the net flow at energy $E$ is proportional to
\begin{align}
&f_t(1-f_s)-f_s(1-f_t)\nonumber\\
&\quad=f_t-f_tf_s-f_s+f_sf_t=f_t-f_s .
\end{align}
The products that express the blocking of filled states cancel. If the density of states of the tip and the transmission of the barrier hardly change over the range of energy and bias in use, they go into a constant $B$. With $\rho(E)$ the density of states of the sample, the current is
\begin{equation}
I(U)=B\int\rho(E)\,\bigl[f_t(E-U)-f_s(E)\bigr]\,dE. \label{current}
\end{equation}

\subsection*{(a) The width of one sharp level}

The second term in the bracket does not contain $U$, so it drops out of the derivative. In the first term the chain rule gives a factor $-1$:
\begin{equation}
\frac{dI}{dU}=B\int\rho(E)\,h(E-U)\,dE,\qquad h(x)=-\frac{df_t}{dx}. \label{conv}
\end{equation}
The spectrum is the density of states of the sample smeared by the function $h$, and $h$ contains the temperature of the tip alone. The occupation of the sample adds to the current an amount that stays the same when the bias is changed. From here on, $T$ is the temperature of the electrons in the tip.

Differentiating the Fermi function, then dividing numerator and denominator by $e^{x/kT}$, gives
\begin{align}
h(x)&=\frac{1}{kT}\,\frac{e^{x/kT}}{(e^{x/kT}+1)^2}\nonumber\\
&=\frac{1}{kT}\,\frac{1}{(e^{x/2kT}+e^{-x/2kT})^2}
=\frac{1}{4kT\cosh^2(x/2kT)}. \label{kernel}
\end{align}
This is an even function with its maximum $1/(4kT)$ at $x=0$. Its area is $f_t(-\infty)-f_t(\infty)=1$, so heating the tip makes a peak lower and wider but leaves its area unchanged.

For a sharp level at $E_0$, $\rho(E)$ is proportional to $\delta(E-E_0)$, and the conductance is proportional to $h(E_0-U)$. The peak lies at $U=E_0$. It falls to half its height where $\cosh^2 y=2$, with $y=x/2kT$. Taking the positive root, $\cosh y=\sqrt2$, and writing $z=e^{y}$,
\begin{equation}
z+\frac1z=2\sqrt2,\qquad z^2-2\sqrt2\,z+1=0,\qquad z=\sqrt2\pm1 .
\end{equation}
Since $\sqrt2-1=1/(\sqrt2+1)$, the two solutions are $y=\pm\ln(1+\sqrt2)$. The half-height points are therefore $x=\pm2kT\ln(1+\sqrt2)$, and the full width is
\begin{equation}
W=4\ln(1+\sqrt2)\,kT=3.5255\,kT. \label{width}
\end{equation}

With $k=0.086173$ meV/K,
\begin{align}
kT&=0.086173\times4.2=0.3619\ \text{meV},\nonumber\\
W&=3.5255\times0.3619=1.276\ \text{meV}.
\end{align}
The thermal width is thus close to 1.3 meV, or $4.69\times10^{-5}$ hartree.

The role of the two temperatures can be seen by working from the current itself. Take a Gaussian line with a standard deviation of 0.02 meV, centred at 3 meV, with the tip at 4.2 K and the sample at 9 K. Integrating Eq.~(\ref{current}) numerically and differentiating by finite differences gives a peak 1.277 meV wide. The warmer sample has not broadened it.

The width is proportional to $T$. It is 0.30 meV at 1 K, 23 meV at 77 K and 91 meV at 300 K. For the thermal width alone to fall to 0.1 meV, the electrons of the tip must be at 0.33 K. The other sources of part (c) come on top: the voltage noise estimated there falls only as $\sqrt T$ and raises the width at 0.33 K to about 0.13 meV.

Two other shapes of $\rho$ help in reading a spectrum. If $\rho$ is a straight line over the few $kT$ in which $h$ is appreciable, the evenness of $h$ makes the smeared value equal to $\rho(U)$, and heat does no harm. If $\rho$ is a step that rises from zero to a constant at $E_0$, then
\begin{equation}
\frac{dI}{dU}\propto\int_{E_0}^{\infty}h(E-U)\,dE=f_t(E_0-U).
\end{equation}
This rises from 10\% to 90\% of its final value while $E_0-U$ goes from $kT\ln9$ to $-kT\ln9$, an interval of $2kT\ln9\approx4.4\,kT$. The width of an edge defined in this way is larger than $W$, although the smearing function is the same.

\subsection*{(b) Two sharp levels}

Let two equally strong levels be a distance $D$ apart, and measure $U$ from their midpoint. The conductance is proportional to
\begin{equation}
S(U)=h(U-D/2)+h(U+D/2).
\end{equation}
The identity $2\cosh^2y=1+\cosh2y$ turns Eq.~(\ref{kernel}) into $h(x)=1/\{2kT[1+\cosh(x/kT)]\}$. Define
\begin{align}
p&=\cosh\frac{U-D/2}{kT}, & q&=\cosh\frac{U+D/2}{kT},\nonumber\\
c&=\cosh\frac{U}{kT}, & A&=\cosh\frac{D}{2kT}.
\end{align}
The addition formulas for the hyperbolic cosine give
\begin{align}
p+q&=2Ac,\nonumber\\
pq&=\tfrac12\Bigl[\cosh\frac{2U}{kT}+\cosh\frac{D}{kT}\Bigr]\nonumber\\
&=\tfrac12\bigl[(2c^2-1)+(2A^2-1)\bigr]=c^2+A^2-1 .
\end{align}
Hence $(1+p)(1+q)=1+2Ac+c^2+A^2-1=(A+c)^2$, and
\begin{equation}
S=\frac{1}{2kT}\,\frac{2+p+q}{(1+p)(1+q)}=\frac{1}{kT}\,\frac{1+Ac}{(A+c)^2}. \label{pair}
\end{equation}
The bias enters through $c$ alone, which is 1 at the midpoint and grows on either side. The derivative is
\begin{equation}
kT\,\frac{dS}{dc}=\frac{A(A+c)-2(1+Ac)}{(A+c)^3}=\frac{A^2-2-Ac}{(A+c)^3}.
\end{equation}
It is positive for $c<c_*$ and negative for $c>c_*$, where $c_*=A-2/A$. Two peaks exist if $c_*>1$, that is, if $A^2-A-2=(A-2)(A+1)>0$, which means $A>2$. Otherwise $S$ falls steadily away from the midpoint and there is one peak. The levels therefore merge at
\begin{equation}
D_{\min}=2\,\mathrm{arccosh}(2)\,kT=2.634\,kT=0.953\ \text{meV}.
\end{equation}
This is smaller than $W$. The width of a line is a useful measure of resolution, but it is not the distance at which two peaks become one.

Above the limit the peaks lie at $\cosh(U/kT)=c_*$, so their apparent distance is
\begin{equation}
D_{\text{app}}=2kT\,\mathrm{arccosh}\!\left(A-\frac2A\right). \label{apparent}
\end{equation}
For $D\gg kT$ the term $2/A$ is negligible and $D_{\text{app}}$ tends to $D$. Just above the limit $D_{\text{app}}$ starts from zero, so the spectrum then understates the distance badly.

The depth of the dip follows from Eq.~(\ref{pair}). At the midpoint $c=1$ and $kT\,S=1/(1+A)$. At a peak $1+Ac_*=A^2-1$ and $A+c_*=2(A^2-1)/A$, so $kT\,S=A^2/[4(A^2-1)]$. The ratio is
\begin{equation}
\frac{S_{\text{dip}}}{S_{\text{peak}}}=\frac{4(A^2-1)}{A^2(A+1)}=\frac{4(A-1)}{A^2}.
\end{equation}

For $D=1.2$ meV, $A=\cosh[1.2/(2\times0.3619)]=2.719$. Equation~(\ref{apparent}) then gives $D_{\text{app}}=0.946$ meV, and the dip stands at 0.930 of the peak height. With thermal broadening alone, the two levels are seen as two peaks, but reading the distance off the maxima gives a value 21\% too small. A fit with two copies of $h$ avoids this error, provided that the levels really are sharp, the tip temperature is known and the instrument adds no notable broadening of its own.

\subsection*{(c) What else widens the peak}

\paragraph{Modulation.} A lock-in amplifier adds an oscillation $a\cos\theta$ to the bias and records the part of the current that follows it,
\begin{equation}
L(U)=\frac2a\,\bigl\langle I(U+a\cos\theta)\cos\theta\bigr\rangle_\theta ,
\end{equation}
where the brackets denote the mean over one cycle. For small $a$, $I(U+a\cos\theta)\approx I(U)+a\cos\theta\,dI/dU$. The mean of $\cos\theta$ is zero and that of $\cos^2\theta$ is $1/2$, so $L=dI/dU$. For larger $a$ the mean was evaluated numerically for one sharp level, with $a$ equal to $\sqrt2$ times the rms modulation.

\paragraph{Voltage noise.} The junction capacitance $C_J$ stores the energy $C_JV^2/2$. Classical equipartition sets its mean to $kT/2$, so the rms voltage is $\sqrt{kT/C_J}$. A rough value $C_J=5$ fF gives 0.108 mV at 4.2 K. The signal was averaged over a Gaussian distribution of this width, with the voltage taken as fixed during each tunnelling event. This requires the charging time $RC_J$, with $R$ the resistance of the circuit seen by the junction, to be long compared with $1/kT$, which is 1.8 ps at 4.2 K. Faster fluctuations broaden the peak less: for $R$ between 50 and 377 $\Omega$, $RC_J$ is 0.25 to 1.9 ps and the excess width is about 0.5 to 2\%, so the 3\% in the table is an upper value for this capacitance. The energy needed to charge the junction with one electron, $1/(2C_J)$ in atomic units, is 0.016 meV and was left out.

\paragraph{Lifetime.} A level that decays exponentially with lifetime $\tau$ has a Lorentzian profile of full width $1/\tau$ in atomic units. This equals $W$ for $\tau=0.52$ ps. Smearing such a profile with $h$ numerically gives the last row of the table.

\begin{center}
\begin{tabular}{lcc}
\hline
Case & Width (meV) & Excess over $W$\\
\hline
Thermal width alone, 4.2 K & 1.28 & --\\
Modulation 0.2 mV rms & 1.33 & 5\%\\
Modulation 0.5 mV rms & 1.62 & 27\%\\
Modulation 1.0 mV rms & 2.46 & 93\%\\
Voltage noise, 5 fF & 1.31 & 3\%\\
0.5 mV rms and noise & 1.64 & 29\%\\
Tip electrons at 5 K & 1.52 & 19\%\\
Level with own width $W$ & 2.20 & 73\%\\
\hline
\end{tabular}
\end{center}

Except in the row for 5 K, the tip is at 4.2 K throughout. The last row follows neither of two common rules for combining widths: adding the two equal widths would give an excess of 100\%, and adding their squares 41\%.

\paragraph{Barrier and tip.} The constant $B$ in Eq.~(\ref{current}) is an approximation. To size the error, let the transmission be $\exp(-2d\kappa)$ with $\kappa=\sqrt{2(\phi+U/2-E)}$, where $d$ is the gap, $\phi$ the barrier height at zero bias and $U/2$ the rise of the mean barrier with bias. Let the tip density of states vary as $1+s(E-U)$. With $d=0.6$ nm, $\phi=4$ eV, $s=1$ per eV and a sharp level at 10 meV, numerical differentiation of the current gives a width 0.1\% smaller than with constant $B$. For a level below the Fermi level the change has the opposite sign. At 4.2 K it is negligible for a smooth tip, but it grows with temperature: with the same gap, barrier and slope it is about 2\% at 77 K for a level at $\pm0.2$ eV and 6 to 10\% at 300 K for a level at $\pm0.5$ eV.

\subsection*{The real instrument}

The gap, barrier and capacitance used here are rough values for a helium-cooled microscope with a metal tip. A modulation of 0.2 mV rms adds only 5\% to the width, but close pairs are more sensitive than widths: for the 1.2 meV pair of part (b) the dip rises from 0.93 to 0.96 of the peak height at 0.2 mV rms and to 0.99 at 0.3 mV rms, and it is gone at 0.4 mV rms. From about 1 mV rms on, modulation rather than heat sets the resolution. The thermal width was derived for a steady bias, which a lock-in measurement does not have. A modulation of 0.5 mV rms, together with the noise estimated above, moves the width from 1.28 to 1.64 meV. Interference picked up by the wiring adds to this and is not included.

The result fails if the tip density of states changes strongly within a few $kT$, as it does for a superconducting tip near its gap. The tip factor then depends on $E-U$ and must be differentiated as well. Its derivative multiplies $f_t-f_s$, so the occupation of the sample returns to the conductance and $h$ is no longer the smearing function. The result also changes if the level follows a fraction $\eta$ of the bias, as for a molecule on an insulating film or a level in a semiconductor whose bands are bent by the tip. The level then lies at $E_0+\eta U$ and the tip term becomes $f_t(E_0-(1-\eta)U)$, so the thermal width in bias is $W/(1-\eta)$, or 1.42 meV for $\eta=0.1$. The sample term $f_s(E_0+\eta U)$ now depends on $U$ and gives a second peak at $U=-E_0/\eta$, whose width is set by the temperature of the sample. For a smooth metal tip and a level that stays fixed, 1.28 meV is the thermal contribution to the width; a wider measured peak may owe the rest to the instrument or to the level itself.

All numerical values are calculated from the stated model.
